# Why vdW-DF2 gives smaller C6 coefficients than vdW-DF1: a numerical check

```python
"""C6 of vdW-DF1 (Zab=-0.8491) and vdW-DF2 (Zab=-1.887), Hartree atomic units.
Tests: q0 normalisation, T and W of the kernel, kernel asymptote, B88 origin of the
Zab ratio, Casimir-Polder vs double integral, sensitivity p=-dlnC6/dln(mu), bounds,
reduced integral I(L) and its L^5 law, and a TDHF reference for He."""
import numpy as np
from numpy import pi
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spherical_jn as jn
from pyscf import gto
from pyscf.dft import libxc

Z1, Z2 = -0.8491, -1.887
gam = 4*pi/9
Cas = 12*gam**3
rho = Z2/Z1

def panels(edges, m=8):
    x, w = np.polynomial.legendre.leggauss(m)
    e = np.asarray(edges, float)
    h, c = np.diff(e)[:, None]/2, (e[1:]+e[:-1])[:, None]/2
    return (c+h*x).ravel(), (h*w).ravel()

# ---- kernel ingredients
hfun = lambda y: -np.expm1(-gam*y*y)
qt = 1.3
eps = quad(lambda q: q*q*(2*hfun(q/qt)/q**2-2/q**2)/(2*pi), 0, 20, epsabs=1e-13)[0]
assert abs(eps+3*qt/(4*pi)) < 1e-10
Tf = lambda w, x, y, z: 0.5*(1/(w+x)+1/(y+z))*(1/((w+y)*(x+z))+1/((w+z)*(y+x)))
Ssym = lambda u, w, x: (1/((1j*u+w)*(x-1j*u))).real
assert abs(quad(lambda u: Ssym(u, .7, 1.9)*Ssym(u, 1.2, 3.1), 0, np.inf, epsabs=1e-13)[0]
           - pi*Tf(.7, 1.9, 1.2, 3.1)) < 1e-9
def Wf(a, b):
    a0, a1, a2, b0, b1, b2 = jn(0, a), jn(1, a), jn(2, a), jn(0, b), jn(1, b), jn(2, b)
    return a0*b0-(3*a1*b1/(a*b)-a1*b2/a-a2*b1/b+a2*b2)
c, wc = np.polynomial.legendre.leggauss(30)
c1, c2 = c[:, None], c[None, :]
ang = 1-c1**2*c2**2-0.5*(1-c1**2)*(1-c2**2)   # azimuth-averaged 1-(q.q')^2
assert abs(np.sum(np.outer(wc, wc)*ang*np.cos(2.3*c1)*np.cos(4.1*c2))/4-Wf(2.3, 4.1)) < 1e-12
d1, d2 = 18.0, 22.0
a, wa = panels(np.arange(0, 301, 2.0))
wa = wa*a*a*np.exp(-(a/50)**2)                # smooth window for the oscillating tail
n1, n2 = a*a/(2*hfun(a/d1)), a*a/(2*hfun(a/d2))
phi = 2/pi**2*wa @ (Wf(a[:, None], a[None, :])
                    * Tf(n1[:, None], n1[None, :], n2[:, None], n2[None, :])) @ wa
phi_as = -Cas/(d1**2*d2**2*(d1**2+d2**2))
assert abs(phi/phi_as-1) < 1e-4
# ---- LDA exchange and B88 gradient coefficient from libxc (n = 1, s = 1e-3)
k1 = (3*pi**2)**(1/3)
exl = libxc.eval_xc('LDA_X,', np.array([1.0]))[0][0]
assert abs(-4*pi/3*exl-k1) < 1e-10
muB = (libxc.eval_xc('B88,', np.array([[1.0], [0], [0], [2e-3*k1]]))[0][0]/exl-1)/1e-6
assert abs(Z1*muB/(10/81)-Z2) < 7e-4          # rounding of both four-digit Zab values
print(f"gamma = {gam:.5f}, C = 12 gamma^3 = {Cas:.4f}, 1/(2 gamma) = {1/(2*gam):.5f}")
print(f"mu1 = {-Z1/9:.5f}, mu2 = {-Z2/9:.5f}, rho = {rho:.4f}, rho^-6 = {rho**-6:.5f}")
print(f"mu_B88 = {muB:.5f}, mu_B88/(10/81) = {muB*8.1:.4f}, ln(rho)/2 = {np.log(rho)/2:.4f}")
print(f"phi(18,22): full {phi:.6e}, asymptote {phi_as:.6e} Ha")

# ---- q0, C6, sensitivity
def q0(n, g, Z, corr=True):
    kF = (3*pi**2*n)**(1/3)
    s = g/(2*kF*n)
    grad = -Z/9*s*s*kF
    ec = libxc.eval_xc(',LDA_C_PW', n)[0] if corr else 0.0
    q = kF+grad-4*pi/3*ec
    return q, s, grad/q
def c6(dens, r, w, Z, corr=True):
    n, g = dens(r)
    q, s, f = q0(n, g, Z, corr)
    dN, q2 = 4*pi*r*r*w*n, q*q
    P = Cas*np.outer(dN/q2, dN/q2)/(q2[:, None]+q2[None, :])
    loc = 2*(f[:, None]+f[None, :])+2*((q2*f)[:, None]+(q2*f)[None, :])/(q2[:, None]+q2[None, :])
    return dict(C6=P.sum(), p=(P*loc).sum()/P.sum(), P=P.sum(1)/P.sum(), s=s,
                dN=dN, om=q2/(2*gam))
def full_check(dens, r, w, corr=True):
    R1, R2 = c6(dens, r, w, Z1, corr), c6(dens, r, w, Z2, corr)
    for R, Z in ((R1, Z1), (R2, Z2)):
        cp = 3/pi*quad(lambda u: np.sum(R['dN']/(R['om']**2+u*u))**2, 0, np.inf,
                       epsabs=1e-12, epsrel=1e-10, limit=200)[0]
        assert abs(cp/R['C6']-1) < 1e-7
        e = 1e-4
        fd = np.log(c6(dens, r, w, Z*np.exp(-e), corr)['C6']/c6(dens, r, w, Z*np.exp(e), corr)['C6'])/(2*e)
        assert abs(fd-R['p']) < 1e-6 and 0 < R['p'] < 6
    lx, lw = panels([0, np.log(rho)])
    pint = sum(wi*c6(dens, r, w, Z1*np.exp(x), corr)['p'] for x, wi in zip(lx, lw))
    ratio = R2['C6']/R1['C6']
    assert abs(np.exp(-pint)/ratio-1) < 1e-8 and rho**-6 < ratio < 1
    return R1, R2, ratio
edges = np.concatenate(([0, .02, .05, .15, .3], np.arange(0.5, 6.01, 0.25)))

# ---- reduced integral for the Slater density, exchange only
def G(x, y):
    F, H = (1+np.exp(2*x))**2, (1+np.exp(2*y))**2
    return 1/(F*H*(np.exp(y-x)*F+np.exp(x-y)*H))
def Ired(L):
    t, w = panels(np.linspace(0, L+8, int(L)+10))
    return (w*t*t) @ G(t[:, None]-L, t[None, :]-L) @ (w*t*t)
X, wX = panels(np.arange(-25, 9.0))
D, wD = panels(np.arange(-45, 46.0))
delta = 25-2/pi*(wX @ G(X[:, None]+D/2, X[:, None]-D/2) @ wD)
Ls = np.arange(20, 46, 5.0)
co = np.polyfit(Ls-32.5, [Ired(L) for L in Ls], 5)
assert abs(co[0]-pi/10) < 1e-6 and abs((co[1]-5*32.5*co[0])/(-pi/2)-delta) < 1e-4
print(f"delta = {delta:.5f}; fitted L^5 coefficient {co[0]:.6f} (pi/10 = {pi/10:.6f})")
def slater(N, z):
    return lambda r: (N*z**3/pi*np.exp(-2*z*r), 2*z*N*z**3/pi*np.exp(-2*z*r))
z0 = 27/16
for N in (2, 8):
    s0 = (3*pi*N)**(-1/3)
    L1, L2 = (-0.5*np.log(-Z/9*s0**2) for Z in (Z1, Z2))
    r, w = panels(edges*1.2)
    R1, R2, ra = full_check(slater(N, z0), r, w, False)
    pre = Cas*(4/(3*pi))**2*(1.5/z0)**6
    assert abs(pre*Ired(L1)/R1['C6']-1) < 1e-7 and abs(pre*Ired(L2)/R2['C6']-1) < 1e-7
    print(f"Slater X-only N={N} zeta={z0}: s0={s0:.4f} L1={L1:.4f} L2={L2:.4f} prefactor={pre:.4f} au")
    print(f"  I1={Ired(L1):.4f} I2={Ired(L2):.4f} C6={R1['C6']:.4f}, {R2['C6']:.4f} au, ratio={ra:.4f}")
    print(f"  p1={R1['p']:.3f} p2={R2['p']:.3f} fifth-power estimate={((L2-delta)/(L1-delta))**5:.4f}")
for Z in (Z1, Z2):
    m = minimize_scalar(lambda x: q0(*slater(2, z0)(x), Z, False)[0], bounds=(0, 5),
                        method='bounded', options={'xatol': 1e-9})
    assert abs(m.fun-2*z0*np.sqrt(-Z/9)) < 1e-8
    print(f"  Zab={Z}, N=2: q0min={m.fun:.4f} 1/bohr at r={m.x:.4f} bohr, omega_min={m.fun**2/(2*gam):.4f} Ha")
for N, z in ((2, 1.0), (2, z0), (2, 2.5), (8, z0)):
    r, w = panels(edges*1.2*z0/z)
    R1, R2, ra = full_check(slater(N, z), r, w)
    assert abs(R1['dN'].sum()-N) < 1e-5
    print(f"Slater X+C N={N} zeta={z:.4f}: C6={R1['C6']:.4f}, {R2['C6']:.4f} au, ratio={ra:.4f}")

# ---- He: Hartree-Fock and TDHF in an even-tempered 20s11p basis
bas = [[0, [0.05*1.9**k, 1.0]] for k in range(20)]+[[1, [0.05*2.0**k, 1.0]] for k in range(11)]
mol = gto.M(atom='He 0 0 0', basis={'He': bas}, verbose=0)
S, Tk, zz = mol.intor('int1e_ovlp'), mol.intor('int1e_kin'), mol.intor('int1e_r')[2]
h0, eri = Tk+mol.intor('int1e_nuc'), mol.intor('int2e')
def rhf(h, c):
    Eold = 0.0
    for it in range(80):
        half = eri @ c
        J, K = half @ c, np.einsum('pqr,q->pr', half, c)
        E = 2*c @ h @ c+c @ J @ c
        e, C = eigh(h+2*J-K, S)
        c, dE, Eold = C[:, 0], abs(E-Eold), E
        if dE < 1e-12:
            break
    assert dE < 1e-9
    return E, e, C, J, K
E0, e, C, J, K = rhf(h0, eigh(h0, S)[1][:, 0])
ci, Cv = C[:, 0], C[:, 1:]
assert abs(2*ci @ Tk @ ci+E0) < 1e-4           # virial theorem T = -E
Dl, Jv, Kv = np.diag(e[1:]-e[0]), Cv.T @ J @ Cv, Cv.T @ K @ Cv
lam, U = eigh(Dl+Kv-Jv)
rt = (U*np.sqrt(lam)) @ U.T
O2, V = eigh(rt @ (Dl+3*Kv-Jv) @ rt)
fo, Om = 4*((ci @ zz @ Cv) @ rt @ V)**2, np.sqrt(O2)
a_ref = np.sum(fo/O2)
c_ref = 1.5*np.sum(np.outer(fo/Om, fo/Om)/(Om[:, None]+Om[None, :]))
a_ff = -2*(rhf(h0+0.01*zz, ci)[0]-E0)/1e-4
assert abs(fo.sum()-2) < 5e-3 and abs(a_ff/a_ref-1) < 1e-3   # finite basis; O(F^2) term
assert abs(3/pi*quad(lambda u: np.sum(fo/(O2+u*u))**2, 0, np.inf, epsabs=1e-11)[0]/c_ref-1) < 1e-7
def he(r):
    ao = mol.eval_gto('GTOval_sph_deriv1', np.column_stack((0*r, 0*r, r)))
    p, dp = ao[0] @ ci, ao[3] @ ci
    assert np.all(p*dp < 0)                    # density decreases monotonically
    return 2*p*p, -4*p*dp
r, w = panels(edges)
R1, R2, ra = full_check(he, r, w)
assert abs(R1['dN'].sum()-2) < 1e-4 and R2['C6'] < c_ref < R1['C6']
print(f"He HF: E={E0:.6f} Ha, eps_1s={e[0]:.5f} Ha, sum f={fo.sum():.4f}")
print(f"He TDHF: alpha0={a_ref:.4f} (finite field {a_ff:.4f}) bohr^3, C6={c_ref:.4f} au")
print("He: r/bohr, n/bohr^-3, kF, s, q0(DF1), q0(DF2) (1/bohr), q0 ratio, f1, f2")
rt_ = np.array([0.5, 1.0, 1.5, 2.0, 3.0, 5.0])
n, g = he(rt_)
(qa, s, fa), (qb, _, fb) = q0(n, g, Z1), q0(n, g, Z2)
for i in range(6):
    print(f" {rt_[i]:.1f} {n[i]:.3e} {(3*pi**2*n[i])**(1/3):.4f} {s[i]:.3f} {qa[i]:.4f} "
          f"{qb[i]:.4f} {qb[i]/qa[i]:.3f} {fa[i]:.3f} {fb[i]:.3f}")
for name, R in (('DF1', R1), ('DF2', R2)):
    rq = np.interp([.1, .5, .9], np.cumsum(R['P'])-R['P']/2, r)
    sq = np.interp(rq, r, R['s'])
    print(f"He {name}: alpha0={np.sum(R['dN']/R['om']**2):.4f} bohr^3, C6={R['C6']:.4f} au, "
          f"C6/TDHF={R['C6']/c_ref:.3f}, p={R['p']:.3f}")
    print(f"  omega_min={R['om'].min():.3f} Ha, C6 weight at s>3: {R['P'][R['s'] > 3].sum():.3f}")
    print("  10/50/90% of C6: r=" + "/".join(f"{x:.2f}" for x in rq) + " bohr, s="
          + "/".join(f"{x:.2f}" for x in sq))
print(f"He ratio C6(DF2)/C6(DF1) = {ra:.4f}, mean p = {-np.log(ra)/np.log(rho):.3f}")
Zs = brentq(lambda Z: c6(he, r, w, Z)['C6']-c_ref, Z2, Z1)
print(f"Zab reproducing the TDHF C6 of He = {Zs:.3f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
gamma = 1.39626, C = 12 gamma^3 = 32.6650, 1/(2 gamma) = 0.35810
mu1 = 0.09434, mu2 = 0.20967, rho = 2.2224, rho^-6 = 0.00830
mu_B88 = 0.27429, mu_B88/(10/81) = 2.2218, ln(rho)/2 = 0.3993
phi(18,22): full -2.577992e-07, asymptote -2.577992e-07 Ha
delta = 1.36413; fitted L^5 coefficient 0.314159 (pi/10 = 0.314159)
Slater X-only N=2 zeta=1.6875: s0=0.3758 L1=2.1592 L2=1.7599 prefactor=2.9023 au
  I1=1.1466 I2=0.2978 C6=3.3277, 0.8642 au, ratio=0.2597
  p1=1.536 p2=1.856 fifth-power estimate=0.0306
Slater X-only N=8 zeta=1.6875: s0=0.2367 L1=2.6213 L2=2.2220 prefactor=2.9023 au
  I1=4.1516 I2=1.3869 C6=12.0493, 4.0251 au, ratio=0.3341
  p1=1.263 p2=1.494 fifth-power estimate=0.1480
  Zab=-0.8491, N=2: q0min=1.0366 1/bohr at r=1.9193 bohr, omega_min=0.3848 Ha
  Zab=-1.887, N=2: q0min=1.5454 1/bohr at r=1.5644 bohr, omega_min=0.8552 Ha
Slater X+C N=2 zeta=1.0000: C6=28.8633, 8.7875 au, ratio=0.3045
Slater X+C N=2 zeta=1.6875: C6=1.5557, 0.4617 au, ratio=0.2968
Slater X+C N=2 zeta=2.5000: C6=0.1700, 0.0495 au, ratio=0.2910
Slater X+C N=8 zeta=1.6875: C6=5.7782, 2.1845 au, ratio=0.3781
He HF: E=-2.861679 Ha, eps_1s=-0.91796 Ha, sum f=2.0000
He TDHF: alpha0=1.3222 (finite field 1.3224) bohr^3, C6=1.3756 au
He: r/bohr, n/bohr^-3, kF, s, q0(DF1), q0(DF2) (1/bohr), q0 ratio, f1, f2
 0.5 5.437e-01 2.5249 0.706 2.9211 3.0662 1.050 0.041 0.086
 1.0 9.915e-02 1.4319 1.141 1.8307 2.0458 1.118 0.096 0.191
 1.5 2.026e-02 0.8433 1.838 1.2888 1.6172 1.255 0.209 0.369
 2.0 4.416e-03 0.5076 2.956 1.0636 1.5753 1.481 0.394 0.590
 3.0 2.327e-04 0.1903 7.618 1.3095 2.5831 1.973 0.796 0.896
 5.0 7.739e-07 0.0284 49.697 6.6653 14.7552 2.214 0.993 0.997
He DF1: alpha0=2.2791 bohr^3, C6=2.4230 au, C6/TDHF=1.761, p=1.459
  omega_min=0.388 Ha, C6 weight at s>3: 0.192
  10/50/90% of C6: r=0.81/1.50/2.26 bohr, s=0.95/1.84/3.79
He DF2: alpha0=0.8466 bohr^3, C6=0.6578 au, C6/TDHF=0.478, p=1.824
  omega_min=0.861 Ha, C6 weight at s>3: 0.085
  10/50/90% of C6: r=0.66/1.26/1.96 bohr, s=0.82/1.46/2.85
He ratio C6(DF2)/C6(DF1) = 0.2715, mean p = 1.633
Zab reproducing the TDHF C6 of He = -1.228
ALL CHECKS PASSED
```
